# Dewetting wavelength of a thin no-slip film under van der Waals forces, part 1

(Sections cited here and not found follow in the second part.)

## First half: from molecular attraction to the fastest wave

### What scaling fixes

A flat liquid film of thickness \(h_0\) rests on a solid. Its surface tension is \(\gamma\), its viscosity is \(\eta\), and the van der Waals forces across it have strength \(A\), an energy. If some lateral wavelength \(\lambda\) grows fastest and inertia is negligible, these are the quantities on which it can depend. The one dimensionless group they form is \(\gamma h_0^2/A\); the viscosity cannot enter it, because no combination of the other quantities cancels its units. Hence

\[
\lambda=h_0\,\Phi\!\left(\frac{\gamma h_0^2}{A}\right),
\]

with an unknown function \(\Phi\). Dimensions alone do not give a square law.

The missing information is that the film is shallow, so that heights and lateral distances can be scaled separately. Let the surface be \(z=h(x,t)\). For small slopes, the energy per area associated with its shape is

\[
\frac{\gamma}{2}h_x^2+F(h),\qquad F(h)=-\frac{A}{12\pi h^2},
\]

where a subscript \(x\) or \(t\) denotes a derivative. The first term is the cost of extra surface; the second is derived below. Put \(h=h_0H\) and \(x=\ell X\). The two terms become

\[
\frac{\gamma h_0^2}{2\ell^2}H_X^2
\qquad\text{and}\qquad
-\frac{A}{12\pi h_0^2H^2}.
\]

The choice \(\ell=h_0^2\sqrt{\gamma/A}\) gives both the common factor \(A/h_0^2\). No parameter then remains in the relative weight of the two terms. A common factor changes the speed of the motion, not its lateral scale, so

\[
\lambda=C\,h_0^2\sqrt{\frac{\gamma}{A}} .
\]

The square law thus comes from an energy proportional to \(h^{-2}\) and from a depth much smaller than the wavelength. What remains is to find the number \(C\), the growth rate, and the conditions under which the result holds.

### The model

The liquid is Newtonian and incompressible. The solid is flat and rigid, and the liquid in contact with it is at rest: this is the no-slip condition. The gas above exerts a constant pressure, taken as zero, and no shear stress. Evaporation, gravity, inertia and elastic stress are left out. The van der Waals force is first taken as nonretarded, which means that the travel time of the electromagnetic field is ignored.

The sign convention is that \(A>0\) destabilizes the film. Then \(F\) falls as the film thins. This effective \(A\) describes the film on its solid and is not the constant for the liquid attracting itself.

### The van der Waals energy

Let two molecules a distance \(r\) apart have the energy \(-C_{ij}/r^6\), and add the energies of all pairs. Here \(C_{ff}\) refers to two film molecules and \(C_{fs}\) to a film molecule and a solid molecule; the number densities are \(\rho_f\) and \(\rho_s\).

First sum \(r^{-6}\) over a half-space whose surface lies a distance \(Z\) below a given molecule. With \(R\) the lateral distance and \(Z'\) the depth,

\[
\int_0^\infty\frac{2\pi R\,dR}{(R^2+Z'^2)^3}
=\left[-\frac{\pi}{2(R^2+Z'^2)^2}\right]_0^\infty
=\frac{\pi}{2Z'^4},
\]

\[
\int_Z^\infty\frac{\pi}{2Z'^4}\,dZ'=\frac{\pi}{6Z^3}.
\]

Now add a thin layer of liquid at the top of a film of thickness \(h\). Compare its energy with that of the same layer added to very deep liquid. The difference lies in the region \(z<0\), which holds solid instead of liquid. Per volume of added liquid, the solid contributes \(-\pi\rho_f\rho_sC_{fs}/(6h^3)\), while the absent liquid would have contributed \(-\pi\rho_f^2C_{ff}/(6h^3)\). Subtracting the second from the first gives

\[
F'(h)=\frac{\pi}{6h^3}\left(\rho_f^2C_{ff}-\rho_f\rho_sC_{fs}\right)
=\frac{A}{6\pi h^3},
\]

\[
A=\pi^2\left(\rho_f^2C_{ff}-\rho_f\rho_sC_{fs}\right).
\]

Integration with \(F\to0\) for a thick film gives \(F=-A/(12\pi h^2)\). The constant \(A\) is positive when the liquid attracts itself more strongly than the solid attracts it. The energy then falls when liquid moves from a thinner place to a thicker one.

This energy depends on the local thickness even when the upper surface is wavy. To see this, fill the solid region with liquid in thought. The self-energy of the wavy film equals that of the filled body, less the self-energy of the liquid below \(z=0\), less the attraction between film and that lower liquid. The last term is a sum over columns of film above a flat half-space, so each column contributes according to its own height. The attraction to the real solid has the same form. The filled body supplies the ordinary surface energy, described by \(\gamma\) when the waves are long compared with molecular distances.

Many solids carry a coating. Suppose an oxide of thickness \(d\) lies on silicon. Let \(A_{\rm ox}\) and \(A_{\rm Si}\) be the effective constants for the film on bulk oxide and on bulk silicon. Oxide filling the whole region \(z<0\) would give \(A_{\rm ox}/(6\pi h^3)\). The part below \(z=-d\), at distance \(h+d\) from the surface, must be changed from oxide to silicon. Therefore

\[
F'(h)=\frac{1}{6\pi}\left[\frac{A_{\rm ox}}{h^3}
-\frac{A_{\rm ox}-A_{\rm Si}}{(h+d)^3}\right].
\]

The single-substrate law is the limit in which the second term is negligible.

### The pressure that drives the flow

Change the surface by a small \(\delta h(x)\). Per unit width, the energy \(G=\int[F(h)+\gamma h_x^2/2]\,dx\) changes by

\[
\delta G=\int\left[F'(h)\,\delta h+\gamma h_x\,\delta h_x\right]dx
=\int\left[F'(h)-\gamma h_{xx}\right]\delta h\,dx .
\]

The second form follows by integrating the surface term by parts; the end terms vanish for a periodic disturbance. The bracket is the energy needed to add unit volume of liquid at \(x\), which is the driving pressure:

\[
p=F'(h)-\gamma h_{xx}.
\]

Here \(p\) includes the potential energy of the molecular forces, so its gradient is the whole driving force in the liquid.

The signs can be read directly. At a crest \(h_{xx}<0\), so surface tension raises the pressure and pushes liquid away; this flattens the film. The van der Waals part \(A/(6\pi h^3)\) is larger where the film is thin, so it pushes liquid out of a trough. A positive pressure alone would not cause instability. What matters is how the pressure changes with thickness:

\[
F''(h)=-\frac{A}{2\pi h^4}<0 .
\]

### Flow in a shallow film

When \(h\) is much smaller than the wavelength, the vertical velocity is much smaller than the horizontal velocity \(u\), and \(p\) hardly varies across the film. Derivatives of \(u\) across the film also exceed those along it. The horizontal force balance becomes

\[
\eta u_{zz}=p_x .
\]

The gas exerts no shear stress, so \(u_z=0\) at \(z=h\). One integration gives \(u_z=(p_x/\eta)(z-h)\). A second, with \(u=0\) at \(z=0\), gives

\[
u=\frac{p_x}{\eta}\left(\frac{z^2}{2}-hz\right).
\]

The volume flux per unit width is therefore

\[
Q=\int_0^h u\,dz
=\frac{p_x}{\eta}\left(\frac{h^3}{6}-\frac{h^3}{2}\right)
=-\frac{h^3}{3\eta}p_x .
\]

The minus sign says that liquid flows towards lower pressure. The cube of \(h\) shows how strongly the wall holds back a thin layer.

Volume conservation is \(h_t+Q_x=0\). Insertion of \(Q\) and \(p\) gives the film equation

\[
h_t=\frac{\partial}{\partial x}\left\{
\frac{h^3}{3\eta}\frac{\partial}{\partial x}
\left[F'(h)-\gamma h_{xx}\right]\right\}.
\]

### Small disturbances

Write \(h=h_0+\zeta(x,t)\). To first order, \(F'(h)=F'(h_0)+F''(h_0)\zeta\). The constant \(F'(h_0)\) has no gradient and drops out. The remaining pressure gradient is already of first order, so the factor \(h^3\) in front may be replaced by \(h_0^3\). Thus

\[
\zeta_t=\frac{h_0^3}{3\eta}
\left[F''(h_0)\zeta_{xx}-\gamma\zeta_{xxxx}\right].
\]

For \(\zeta=a\,e^{st}\cos qx\), two derivatives give \(-q^2\) and four give \(+q^4\). The growth rate is

\[
s(q)=-\frac{h_0^3q^2}{3\eta}\left[F''(h_0)+\gamma q^2\right].
\]

The same result holds for any direction in the film plane, with \(q\) the length of the wavevector, because the flat film has no preferred direction.

The bracket has an energetic meaning. The mean of \(\cos^2qx\) is \(1/2\), so a static wave of amplitude \(a\) changes the energy per area by \((a^2/4)[F''(h_0)+\gamma q^2]\). A wave grows if this change is negative. The factor \(q^2\) in front describes transport: a long wave lowers the energy, but its liquid must travel far under a weak pressure gradient.

Linearization requires more than a small slope. Expanded one order further, the van der Waals pressure contains \(F''\zeta+F'''\zeta^2/2\). Since \(F'''=-4F''/h_0\), the ratio of the second term to the first is \(-2\zeta/h_0\). The flow responds to the gradient \(F''(h)h_x\), whose coefficient changes by the relative amount \(-4\zeta/h_0\), while the factor \(h^3\) in the flux changes by \(3\zeta/h_0\). In the van der Waals part of the flux these partly cancel, because \(h^3F''\propto1/h\) changes by only \(-\zeta/h_0\). In the surface-tension part the full \(3\zeta/h_0\) remains. The linear law therefore needs \(|\zeta|\ll h_0/3\).

### The fastest wave

Growth ends at the cutoff \(q_c\), where the bracket vanishes:

\[
q_c^2=\frac{|F''(h_0)|}{\gamma}=\frac{A}{2\pi\gamma h_0^4}.
\]

Waves with \(0<q<q_c\) grow and shorter waves decay. To find the maximum, set \(y=q^2\). The growth rate is proportional to \(|F''|y-\gamma y^2\), whose derivative \(|F''|-2\gamma y\) vanishes at

\[
q_m^2=\frac{|F''(h_0)|}{2\gamma}=\frac{A}{4\pi\gamma h_0^4}.
\]

The second derivative with respect to \(y\) is \(-2\gamma<0\), so this is a maximum. The wavelength is \(2\pi/q_m\):

\[
\boxed{\lambda_m=2\pi h_0^2\sqrt{\frac{4\pi\gamma}{A}}
=4\pi^{3/2}\sqrt{\frac{\gamma}{A}}\;h_0^2 }.
\]

The constant sought at the start is \(C=4\pi^{3/2}\). At the maximum, \(|F''|-\gamma q_m^2=|F''|/2\), so

\[
s_m=\frac{h_0^3}{3\eta}\,\frac{|F''|}{2\gamma}\,\frac{|F''|}{2}
=\frac{h_0^3|F''|^2}{12\gamma\eta}
=\frac{A^2}{48\pi^2\gamma\eta h_0^5}.
\]

With \(\gamma\), \(A\) and \(\eta\) held fixed, doubling the thickness makes the wavelength 4 times longer and the growth 32 times slower. Division by \(s_m\) removes all parameters:

\[
\frac{s}{s_m}=2k^2-k^4,\qquad k=\frac{q}{q_m}.
\]

The word "selects" needs care. A linear film does not reject the other unstable waves. It amplifies the one with \(k=1\) fastest, and this wave comes to dominate if the neighbouring waves start with comparable amplitudes and the linear stage lasts long enough.

## Second half: numbers and limits of validity

### Symbols and results carried over

The mean thickness is \(h_0\), the disturbance is \(\zeta\), and \(\gamma\), \(\eta\) and \(A\) are surface tension, viscosity and effective van der Waals constant, with \(A>0\) destabilizing. The energy \(F=-A/(12\pi h^2)\) has \(F''=-A/(2\pi h_0^4)\). A wave of wavenumber \(q\) is driven by the pressure \(E\zeta\), where \(E=\gamma q^2+F''\), and grows at the rate

\[
s=-\frac{h_0^3q^2}{3\eta}E .
\]

The maximum is at \(q_m^2=|F''|/(2\gamma)\), with \(\lambda_m=4\pi^{3/2}\sqrt{\gamma/A}\,h_0^2\) and \(s_m=h_0^3|F''|^2/(12\gamma\eta)\). The scaled wavenumber is \(k=q/q_m\).

### A 4 nm film

Take \(h_0=4\) nm, \(\gamma=0.03\) N/m, \(A=2\times10^{-20}\) J, \(\eta=10^4\) Pa s and a temperature of 330 K. These are round, rough values for a very thin film of short-chain polystyrene on thickly oxidized silicon. The viscosity is an assumed input: not far above the glass transition it can change by orders of magnitude within tens of kelvin. Digits beyond the first two serve only to compare formulas and calculations. The wavelength is

\[
\lambda_m=22.273\sqrt{\frac{0.03}{2\times10^{-20}}}\,
(4\times10^{-9})^2\ {\rm m}=436.5\ {\rm nm},
\]

or 0.4365 µm. The cutoff wavelength is shorter by \(\sqrt2\), namely 308.6 nm. The growth rate is

\[
s_m=\frac{(2\times10^{-20})^2}
{48\pi^2(0.03)(10^4)(4\times10^{-9})^5}\ {\rm s^{-1}}
=2.75\times10^{-3}\ {\rm s^{-1}},
\]

so the time constant \(\tau=1/s_m\) is 364 s, about 6 minutes. It is the time for growth by a factor \(e\), not the time to rupture.

The square law was tested on the film equation before linearization, by imposing single waves of relative amplitude \(10^{-4}\) and searching for the fastest. With the other parameters fixed, the results were:

| Thickness (nm) | Wavelength (nm) | Time constant (s) |
|---:|---:|---:|
| 3 | 245.5 | 86.3 |
| 4 | 436.5 | 363.8 |
| 6 | 982.0 | 2762.9 |
| 8 | 1745.9 | 11642.7 |

The fitted powers of thickness are 2.0000 for the wavelength and −5.0000 for the growth rate. In a second test, twelve waves of equal initial amplitude evolved together for \(4\tau\) in a box six predicted wavelengths long. The wave with six periods became the largest.

For a shallow film with no slip and nonretarded forces, the fastest-growing wavelength varies as the square of the thickness and its growth rate as the inverse fifth power, giving about 436 nm and a time constant of about 6 minutes for the 4 nm example. It remains to examine how finite depth, slip at the wall, thermal noise, retardation and the conditions in real films limit or change these results.
